# Stress-induced alignment of a vacancy with three tetragonal orientations

## Problem

A vacancy in a cubic crystal lowers its energy by a tetragonal distortion whose axis lies along x, y or z. Without stress the three orientations are equivalent. Let $n_x,n_y,n_z$ be the fractions of vacancies in each orientation, with $n_x+n_y+n_z=1$. Let $\nu$ be the rate of one specified reorientation, such as z to x. A uniaxial stress along [001] has made z the preferred axis, and at $t=0$ it is removed. Define the alignment

$$A=n_z-\tfrac12(n_x+n_y),$$

which is 1 if all axes lie along z and 0 if the orientations are equally populated.

(a) Write and solve the rate equations after removal of the stress. At what rate does $A$ decay, compared with $\nu$ and with the total rate at which a vacancy leaves its orientation?

(b) Recover the decay of $A$ by following the jumps of individual vacancies.

(c) Evaluate the initial alignment and the decay for a case in the regime of the neutral vacancy in silicon at 70 K. Use a stress of 100 MPa and these rough values: reorientation barrier 0.20 eV, attempt frequency 5 THz, coupling $B=10$ eV per unit strain, $C_{11}=160$ GPa and $C_{12}=60$ GPa.

Assume that jumps are independent and memoryless, that no vacancies are lost, and that temperature and charge state are fixed. The stress is removed quickly and leaves no strain.

## Hints

1. An orientation has two exits and two entrances. Use the fixed total to eliminate the other two populations from each equation.
2. Measure each population from its final value.
3. For (b), find what one jump does to the mean alignment of a group of vacancies. Then ask how the number of jumps in a time $t$ is distributed.
4. For (c), subtract two of Hooke's equations to obtain the difference of strains directly.

## Solution

### (a) Rate equations

With no stress, the symmetry operations of a site with the full symmetry of a cube or of a regular tetrahedron, as in silicon, carry any ordered pair of orientations into any other, so all six jump rates equal $\nu$. Orientation z loses vacancies to x and to y, and gains them from both:

$$\frac{dn_z}{dt}=-2\nu n_z+\nu(n_x+n_y).$$

The equations for x and y follow by cyclic exchange of the labels. Since $n_x+n_y=1-n_z$,

$$\frac{dn_z}{dt}=-2\nu n_z+\nu(1-n_z)=-3\nu n_z+\nu=-3\nu\left(n_z-\tfrac13\right).$$

Two of the three units in the rate come from departures. The third comes from the returns: a larger $n_z$ leaves fewer vacancies elsewhere that could jump into z.

Put $d_z=n_z-1/3$. Then $\dot d_z=-3\nu d_z$, so the time derivative of $d_z e^{3\nu t}$ vanishes and this product keeps its initial value. The same argument holds for x and y, hence

$$n_i(t)=\tfrac13+\left[n_i(0)-\tfrac13\right]e^{-3\nu t},\qquad i=x,y,z.$$

In $A$ the constant parts cancel, because $\tfrac13-\tfrac12\left(\tfrac13+\tfrac13\right)=0$. What remains is

$$A(t)=A(0)\,e^{-3\nu t}.$$

The alignment decays at three times the rate of each specified reorientation. The total escape rate from an orientation is $2\nu$, so the decay is only $3/2$ times as fast as escape. The mean dwell time in one orientation is $1/(2\nu)$, the relaxation time of the alignment is $1/(3\nu)$, and their ratio is $3/2$. A barrier analysis that identifies the measured decay rate with $\nu$ would therefore overestimate the jump rate by a factor of three.

The result does not need $n_x(0)=n_y(0)$. Any signal $S=\sum_i s_i n_i$ with fixed weights $s_i$ becomes a constant plus a term proportional to $e^{-3\nu t}$, so it relaxes at the same rate, unless its amplitude $\sum_i s_i[n_i(0)-\tfrac13]$ vanishes, as it does for equal weights, or for $n_x-n_y$ when $n_x(0)=n_y(0)$.

The factor three counts the orientations. For $M$ orientations with the same rate $\nu$ between every pair,

$$\frac{dn_i}{dt}=-(M-1)\nu n_i+\nu(1-n_i)=-M\nu\left(n_i-\frac1M\right).$$

Two orientations would give $2\nu$. Equal rates for every pair guarantee one common decay rate for all signals: if symmetry allows different pair rates, more than one decay rate can appear. A particular signal may still be unaffected. The equation for $n_z$ contains no x–y rate, so $A$ decays at $3\nu$ whenever the jumps into and out of z all have rate $\nu$; a different x–y rate changes only the decay of $n_x-n_y$.

### (b) The same decay from individual jumps

Using $n_x+n_y=1-n_z$, write $A=(3n_z-1)/2$. Consider a group of vacancies just before each of them makes one jump. Those in z all leave it, and half of the others enter it, because their two destinations are equally likely. The new fraction is $n_z'=(1-n_z)/2$, so

$$A'=\frac12\left[\frac{3(1-n_z)}2-1\right]=\frac{1-3n_z}{4}=-\frac A2.$$

One jump reverses the sign of the mean alignment and halves its size. After $m$ jumps the factor is $(-1/2)^m$.

Every orientation has the same total escape rate $2\nu$, so the number of jumps does not depend on the path taken. It follows a Poisson distribution of mean $2\nu t$:

$$P_m=e^{-2\nu t}\frac{(2\nu t)^m}{m!}.$$

Averaging over the number of jumps gives

$$\frac{A(t)}{A(0)}=e^{-2\nu t}\sum_{m=0}^{\infty}\frac{(2\nu t)^m}{m!}\left(-\frac12\right)^m
=e^{-2\nu t}\sum_{m=0}^{\infty}\frac{(-\nu t)^m}{m!}=e^{-2\nu t}e^{-\nu t}=e^{-3\nu t}.$$

The first factor is the fraction that has never jumped. The second is the sum over all jump numbers: its $m=0$ term, 1, belongs to the vacancies that have not jumped, and the remainder $e^{-\nu t}-1$ to those that have. If all start in z, the jumped vacancies contribute $e^{-3\nu t}-e^{-2\nu t}$, which is negative for $t>0$: they lie in x or y more often than an equal distribution would require.

A simulation shows this balance. It followed 200,000 vacancies, all starting in z, each with two competing random clocks of rate $\nu$, one for each destination. At $\nu t=0.40$ a fraction 0.449 had never jumped. The others contributed $-0.149$, leaving an alignment of 0.300 with a standard error of 0.002. The formula gives 0.301.

### (c) Initial alignment and decay in numbers

Let the orientation-dependent energy be $E_i=-B\varepsilon_{ii}$, apart from a term common to all three. With this convention a positive $B$ favours the axis of greatest extension. The sign of the stress is chosen so that $B\sigma>0$, which makes z the preferred axis; with $B=+10$ eV this is a tension. A compression of the same size would disfavour z and give $A(0)=-0.37$, which decays at the same rate $3\nu$. For stress along z, Hooke's law with $\varepsilon_{xx}=\varepsilon_{yy}$ reads

$$\sigma=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx},\qquad
0=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz}.$$

Subtracting the second equation from the first gives $\sigma=(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx})$. The energy splitting is therefore

$$\Delta=E_x-E_z=B(\varepsilon_{zz}-\varepsilon_{xx})=\frac{B\sigma}{C_{11}-C_{12}}.$$

Here the strain difference is $0.100/(160-60)=1.0\times10^{-3}$, and $\Delta=10$ meV. At 70 K, $kT=6.032$ meV, so $\Delta/kT=1.658$.

If the stress was held long enough for equilibrium, $n_x=n_y=n_ze^{-\Delta/kT}$. Normalization then gives

$$n_z(0)=\frac1{1+2e^{-\Delta/kT}}=0.724,\qquad n_x(0)=n_y(0)=0.138,$$

$$A(0)=n_z(0)-n_x(0)=\frac{1-e^{-\Delta/kT}}{1+2e^{-\Delta/kT}}=0.586.$$

For weak stress, $\Delta\ll kT$, the numerator tends to $\Delta/kT$ and the denominator to 3, so $A(0)\approx\Delta/(3kT)$. For $\Delta\gg kT$ the alignment saturates at 1, and for strong stress of the opposite sign at $-1/2$. In the example the weak-stress formula gives 0.553, only 6% below 0.586, although $\Delta>kT$; for the compression it gives $-0.55$ against $-0.37$.

With the attempt frequency $f$ assigned to one specified jump, the thermally activated rate is

$$\nu=f e^{-E_a/kT}=(5\times10^{12}\ \mathrm{s^{-1}})\exp\left(-\frac{200}{6.032}\right)=0.0199\ \mathrm{s^{-1}}.$$

The escape rate is $2\nu=0.0399\ \mathrm{s^{-1}}$ and the alignment decay rate is $3\nu=0.0598\ \mathrm{s^{-1}}$. The mean dwell time is 25.1 s, the relaxation time 16.7 s, and the half-life $\ln2/(3\nu)=11.6$ s. These digits serve to follow the arithmetic; the rough inputs do not fix even the order of magnitude of a real lifetime, since a barrier of 0.23 eV in place of 0.20 eV would lengthen the relaxation time to about 2400 s.

| $t$ (s) | $n_z$ | $A$ |
|---:|---:|---:|
| 0 | 0.724 | 0.586 |
| 20 | 0.451 | 0.177 |
| 40 | 0.369 | 0.054 |
| 60 | 0.344 | 0.016 |

### The model beside a real silicon sample

The neutral silicon vacancy has a tetragonal distortion, and a barrier of a few tenths of an eV puts its reorientation on a laboratory time scale at cryogenic temperatures. The inputs are rough values for this regime, none intended to be extreme. The charge state matters: the singly negative vacancy has a lower symmetry and more orientations, so the three-state model does not describe it.

Temperature control is a practical limit. From $\ln\nu=\ln f-E_a/kT$,

$$\frac{d\ln\nu}{dT}=\frac{E_a}{kT^2}=0.474\ \mathrm{K^{-1}},$$

and an error of $+0.1$ K raises the rate by 4.8%. This is the classical slope; the two quantum factors below fall with temperature and lower it to about $0.44\ \mathrm{K^{-1}}$.

Tunnelling may change the rate more. For a parabolic barrier, take the transmission at energy $E$ above the top as $1/(1+e^{-2\pi x/w})$, with $x=E/kT$ and $w=hf/kT$. Classically only $x>0$ contributes, and the thermal integral $\int_0^\infty e^{-x}dx$ is 1. The correction factor is thus

$$\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/w}}
=\frac{w}{2\pi}\int_0^\infty\frac{s^{w/2\pi-1}}{1+s}\,ds=\frac{w/2}{\sin(w/2)},$$

where $s=e^{-2\pi x/w}$ and the last step is Euler's integral $\int_0^\infty s^{a-1}/(1+s)\,ds=\pi/\sin\pi a$ for $0<a<1$. Convergence requires $w<2\pi$, or $T>hf/(2\pi k)=38$ K here. If the attempt frequency also describes the curvature of the barrier, which is a rough assumption, the transmission factor at 70 K is 1.73, which alone would shorten the relaxation time from 16.7 to 9.7 s. At $w=3.43$ the well is also quantised: its partition function is $1/[2\sinh(w/2)]$ in place of $1/w$. If the 0.20 eV is measured from the bottom of the well, this raises the rate by a further factor $\sinh(w/2)/(w/2)=1.57$, and the relaxation time in this one-dimensional estimate is about 6 s. The ratio $3$ is unaffected as long as tunnelling is incoherent, because symmetry still makes the six rates equal. Coherent motion between orientations would not obey these rate equations.

Two other effects are negligible in this example. A rough migration barrier of 0.45 eV, with the same attempt frequency and no tunnelling, gives a migration rate $10^{-18}$ times $\nu$. This holds only while the vacancy stays neutral: a charge state with a migration barrier of 0.18 eV would migrate about 28 times faster than $\nu$ at 70 K. At $10^{16}$ vacancies per cm³, the radius $r$ of the sphere containing one vacancy on average is 29 nm. The order-of-magnitude elastic interaction $B^2/[4\pi(C_{11}-C_{12})r^3]$ is then $5\times10^{-7}$ eV, far below $kT$.

## Variation 1: the stress stays on

**Question.** At what rates do the populations approach equilibrium under the stress? Assume that the saddle between two orientations shifts by the mean of their energy shifts.

**Solution.** The barrier for a jump from $i$ to $j$ changes by $(E_i+E_j)/2-E_i=(E_j-E_i)/2$. With $u=\Delta/(2kT)$, the rate into z from x or y is $\nu e^u$, the rate from z to either is $\nu e^{-u}$, and the x–y rates remain $\nu$. Therefore

$$\frac{dn_z}{dt}=-2\nu e^{-u}n_z+\nu e^u(1-n_z)
=-\nu(e^u+2e^{-u})n_z+\nu e^u,$$

and the axial relaxation rate is $\lambda=\nu(e^u+2e^{-u})$. For the difference $D=n_x-n_y$, the arrivals from z cancel. Each of x and y loses vacancies at the rate $\nu+\nu e^u$, and exchange between them adds another $-\nu D$:

$$\frac{dD}{dt}=-(\nu+\nu e^u)D-\nu D=-\nu(2+e^u)D.$$

For the example these rates are $3.16\nu$ and $4.29\nu$. If the stress is applied to equal populations, $D$ stays zero and the axial rate alone appears. That rate is close to $3\nu$ although the stress is not weak. Setting $e^u+2e^{-u}=3$ and multiplying by $e^u$ gives $(e^u-1)(e^u-2)=0$, so the axial rate returns to $3\nu$ at $u=\ln2\approx0.69$. The example, with $u=0.83$, lies just beyond that point. The two rates are both $3\nu$ only at $\Delta=0$, within this saddle model. The closeness to $3\nu$ belongs to this model, in which the saddle has half the distortion amplitude of a well. If the saddle lies in a Jahn–Teller trough with amplitude ratio $r$, then, measured from the mean energy, $E_z=-2\Delta/3$, $E_x=\Delta/3$, and the z–x saddle shifts by $-r\Delta/3$. The axial rate becomes $\nu\left[e^{(1+r)\Delta/3kT}+2e^{-(2-r)\Delta/3kT}\right]$, which is the result above for $r=1/2$ but about $3.6\nu$ for $r=0.75$ and $3.9\nu$ for $r=0.87$. These values of $r$ are illustrative, not values for silicon. The x–y saddle then shifts by $+2r\Delta/3$, and the rate for $D$ falls from $4.29\nu$ to about $4.1\nu$ in both cases.

The same model can treat a release that is not instantaneous. When the stress falls linearly to zero in 0.10 s, integration of the rate equations gives a loss of 0.28% of the initial alignment during the release.

## Variation 2: a small strain remains

**Question.** After release, a residual axial splitting $\delta\ll kT$ still favours z. How do the decay rate and the final alignment change, in the saddle model of Variation 1?

**Solution.** Put $v=\delta/(2kT)$ and expand the axial rate to first order:

$$\lambda=\nu(e^v+2e^{-v})\approx\nu[(1+v)+2(1-v)]=\nu(3-v)
=3\nu\left(1-\frac{\delta}{6kT}\right).$$

The weak-stress limit found in part (c) gives the final alignment $A_\infty\approx\delta/(3kT)$. Because $A$ is linear in $n_z$,

$$A(t)=A_\infty+[A(0)-A_\infty]e^{-\lambda t}.$$

A residual strain difference of $10^{-5}$ gives $\delta=0.10$ meV. The rate falls by 0.27% (0.28% from the first-order formula), while $A_\infty=0.0055$. The rate change depends on the saddle model: for amplitude ratio $r$ its first-order value is $-(1-r)\delta/(3kT)$, smaller as $r$ approaches 1, whereas $A_\infty$ is fixed by the well energies alone. The change of rate is minor, but the offset is about one third of the ideal alignment of 0.016 left after 60 s. A fit to the late part of the decay should therefore include a constant baseline: a least-squares straight line through $\ln A$ sampled every second from 30 to 90 s gives a rate of $2.15\nu$ in place of $2.99\nu$ (the two end points alone give $2.11\nu$). If $\delta$ has the opposite sign, both first-order changes reverse, and $A$ passes through zero at about 78 s.

The numerical output below lists the decay table, the simulation and the results of the mean-shift saddle model. The values for compression, for the 0.23 eV and 0.18 eV barriers, for the weak-stress estimates, for the quantised well, for the trough model and for the straight-line fit are not in it; they follow from the formulas given in the text.

## Values computed for the example and the checks

```
Temperature: 70.0 K; kT: 6.032 meV
Reorientation barrier (rough): 0.20 eV
Attempt frequency (rough): 5.0 THz
Strain coupling B (rough): 10.0 eV per unit strain
C11, C12 (rough): 160, 60 GPa
Applied stress: 100 MPa
Strain difference zz - xx: 1.00e-03
Stress splitting: 10.00 meV
Splitting / kT: 1.6578
Initial fractions x, y, z: 0.1380, 0.1380, 0.7241
Initial alignment: 0.5861
Single specified jump rate nu: 0.01993 s^-1
Total escape rate 2 nu: 0.03987 s^-1
Alignment decay rate from matrix: 0.05980 s^-1
Decay rate / nu from matrix: 3.000000
Mean dwell time: 25.08 s
Alignment relaxation time: 16.72 s
Alignment half-life: 11.59 s
Decay table: time (s), fraction x, fraction z, alignment
    0.0  0.1380  0.7241  0.5861
   10.0  0.2259  0.5482  0.3223
   20.0  0.2743  0.4515  0.1772
   40.0  0.3155  0.3691  0.0536
   60.0  0.3279  0.3441  0.0162
Simulation: 200000 vacancies, all z at start, nu t = 0.40
Simulated alignment: 0.3001 +/- 0.0017
Predicted alignment: 0.3012
Simulated decay rate / nu: 3.009 +/- 0.014
Simulated fraction never jumped: 0.4488
Predicted fraction never jumped: 0.4493
Alignment contributed by jumped vacancies: -0.1486
Axial rate under stress / nu: 3.1638
x-y difference rate under stress / nu: 4.2908
Residual strain: 1.0e-05; splitting: 0.100 meV
Residual-strain change of axial rate: -0.273 %
Residual-strain final alignment: 0.00554
Release time: 0.10 s
Alignment lost during release: 0.282 %
Rate sensitivity to temperature: 47.4 % per K
Rate change for +0.1 K: 4.84 %
Tunnelling factor on nu (rough): 1.732
Tunnelling crossover temperature (rough): 38.2 K
Relaxation time with tunnelling: 9.66 s
Migration barrier (rough): 0.45 eV
Migration attempt rate exp factor: 2.00e-20 s^-1
Migration rate / nu: 1.00e-18
Vacancy density: 1.0e+16 cm^-3
Typical vacancy spacing radius: 28.8 nm
Elastic interaction, order of magnitude: 5.3e-07 eV
```
